\section*{Calculating the Fröhlich coupling constant for an electron in a polar oxide}

\section*{Question}

I am modelling electrons injected into a high-permittivity oxide of the kind used in resistive switching. My parameters are a band mass of $0.5\,m_e$, a phonon energy of 50 meV, and relative permittivities of 5 and 20. I need the Fr\"ohlich coupling constant $\alpha$, but I am stuck on three points.

First, why does the coupling contain the difference of two inverse permittivities, rather than just the static one? Second, my lattice data also list a transverse optical phonon at 25 meV. Using that energy I get $\alpha=2.47$. Is it the right phonon? Third, once I have $\alpha$, does it tell me whether the electron moves in a band or hops? I would like to see where the factors come from.

\section*{Answer}

The required phonon is the longitudinal optical (LO) one, so use 50 meV. The inverse permittivities separate the response of the lattice from that of the electrons. Both points follow from the lattice equations.

\subsection*{What the lattice contributes}

Take an isotropic polar continuum with one optical branch whose frequency does not depend on wavevector. Let $\varepsilon_s=20$ be the static relative permittivity. Let $\varepsilon_\infty=5$ be the value at frequencies far above the lattice vibrations but below electronic excitations. Let $\mathbf w$ be the relative ionic displacement, scaled so that its kinetic energy density is $\dot{\mathbf w}^2/2$. In the harmonic approximation,
\begin{align}
\ddot{\mathbf w}&=-\omega_{\rm TO}^2\mathbf w+\gamma\mathbf E,\\
\mathbf P&=\gamma\mathbf w+\varepsilon_0(\varepsilon_\infty-1)\mathbf E .
\end{align}
The same $\gamma$ appears twice because both terms come from one interaction energy density, $-\gamma\mathbf w\cdot\mathbf E$. In a static field $\mathbf w=\gamma\mathbf E/\omega_{\rm TO}^2$, and therefore
\begin{equation}
\varepsilon_s=\varepsilon_\infty+\frac{\gamma^2}{\varepsilon_0\omega_{\rm TO}^2}.
\label{static}
\end{equation}

An added electron fixes the longitudinal displacement field $\mathbf D$ through its charge, so $\mathbf E$ should be eliminated in favour of $\mathbf D$. From $\mathbf D=\varepsilon_0\mathbf E+\mathbf P$,
\begin{equation}
\mathbf E=\frac{\mathbf D-\gamma\mathbf w}{\varepsilon_0\varepsilon_\infty}.
\end{equation}
The equation of motion becomes
\begin{equation}
\ddot{\mathbf w}=-\omega^2\mathbf w+g\mathbf D,\qquad
\omega^2=\omega_{\rm TO}^2+\frac{\gamma^2}{\varepsilon_0\varepsilon_\infty},
\qquad g=\frac{\gamma}{\varepsilon_0\varepsilon_\infty}.
\end{equation}
Here $\omega$ is the free longitudinal frequency. Equation~\eqref{static} gives $\gamma^2=\varepsilon_0\omega_{\rm TO}^2(\varepsilon_s-\varepsilon_\infty)$, so
\begin{align}
\omega^2&=\omega_{\rm TO}^2\frac{\varepsilon_s}{\varepsilon_\infty},\\
g^2&=\frac{\omega_{\rm TO}^2(\varepsilon_s-\varepsilon_\infty)}
{\varepsilon_0\varepsilon_\infty^2}
=\frac{\omega^2}{\varepsilon_0}\kappa,\qquad
\kappa=\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}.
\label{force}
\end{align}

Your two phonon energies are consistent: $50\sqrt{5/20}=25$ meV. Since $\alpha$ will turn out to vary as $\omega^{-1/2}$, inserting the transverse energy multiplies it by $(\varepsilon_s/\varepsilon_\infty)^{1/4}=\sqrt2$. That explains your value of 2.47.

The meaning of $\kappa$ is now visible. At fixed $\mathbf D$, ionic relaxation lowers the energy density by $g^2D^2/(2\omega^2)=\kappa D^2/(2\varepsilon_0)$. The fast electronic screening is already present before the ions move, and subtracting inverse permittivities leaves the ionic part.

\subsection*{From the classical force to the electron--phonon coupling}

In a volume $\Omega$, quantize the longitudinal displacement as
\begin{equation}
\mathbf w(\mathbf r)=\sum_{\mathbf q}\hat{\mathbf q}
\sqrt{\frac{\hbar}{2\omega\Omega}}
\left(b_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}
+b_{\mathbf q}^{\dagger}e^{-i\mathbf q\cdot\mathbf r}\right).
\end{equation}
For an electron of charge $-e$ at $\mathbf r_e$, Gauss's law $\nabla\cdot\mathbf D=-e\,\delta(\mathbf r-\mathbf r_e)$ gives the Fourier components
\begin{equation}
\mathbf D_{\mathbf q}=\frac{ie\,\hat{\mathbf q}}{q\Omega}
e^{-i\mathbf q\cdot\mathbf r_e}.
\end{equation}
The force $g\mathbf D$ corresponds to the energy $-g\int\mathbf D\cdot\mathbf w\,d^3r$. The integral pairs $b_{\mathbf q}$ with $\mathbf D_{-\mathbf q}$, which gives
\begin{align}
H_{\rm int}&=\sum_{\mathbf q}\left(V_qb_{\mathbf q}e^{i\mathbf q\cdot\mathbf r_e}
+{\rm h.c.}\right),\qquad
V_q=\frac{ige}{q}\sqrt{\frac{\hbar}{2\omega\Omega}},\\
|V_q|^2&=\frac{e^2\hbar\omega\kappa}{2\varepsilon_0\Omega q^2}.
\label{coupling}
\end{align}
The last line uses Eq.~\eqref{force}.

Two fixed electrons a distance $r$ apart check the factor of two. Completing the square for each oscillator gives $-|V_q|^2|e^{i\mathbf q\cdot\mathbf r_1}+e^{i\mathbf q\cdot\mathbf r_2}|^2/\hbar\omega$. The squared sum is $2+2\cos\mathbf q\cdot\mathbf r$, so the part that depends on distance is
\begin{equation}
-\frac{2}{\hbar\omega}\sum_{\mathbf q}|V_q|^2\cos\mathbf q\cdot\mathbf r
=-\frac{e^2\kappa}{\varepsilon_0}\int\frac{d^3q}{(2\pi)^3}
\frac{\cos\mathbf q\cdot\mathbf r}{q^2}
=-\frac{e^2\kappa}{4\pi\varepsilon_0r}.
\end{equation}
Adding the electronically screened repulsion $e^2/(4\pi\varepsilon_0\varepsilon_\infty r)$ gives $e^2/(4\pi\varepsilon_0\varepsilon_s r)$, as static screening requires.

\subsection*{The coupling constant}

Now let one electron move with band mass $m$, defined for the rigid lattice. Starting at rest, it can emit a virtual phonon and recoil with momentum $-\hbar\mathbf q$. At zero temperature, second-order perturbation theory gives
\begin{equation}
\Delta E=-\sum_{\mathbf q}\frac{|V_q|^2}
{\hbar\omega+\hbar^2q^2/2m}.
\end{equation}
Define the polaron length $r_p=\sqrt{\hbar/(2m\omega)}$, so that the denominator is $\hbar\omega(1+q^2r_p^2)$. Replacing the sum by $\Omega\int q^2dq/(2\pi^2)$ cancels the $q^{-2}$ of the coupling:
\begin{align}
\Delta E&=-\frac{e^2\kappa}{4\pi^2\varepsilon_0}
\int_0^\infty\frac{dq}{1+q^2r_p^2}\\
&=-\frac{e^2\kappa}{4\pi^2\varepsilon_0}\frac{\pi}{2r_p}
=-\frac{e^2\kappa}{8\pi\varepsilon_0r_p}.
\end{align}
The coupling constant is defined so that this shift equals $-\alpha\hbar\omega$. Inserting $1/r_p=\sqrt{2m\omega/\hbar}$,
\begin{equation}
\alpha=\frac{e^2\kappa}{8\pi\varepsilon_0\hbar\omega}
\sqrt{\frac{2m\omega}{\hbar}}
=\frac{e^2}{4\pi\varepsilon_0\hbar}\,\kappa
\sqrt{\frac{m}{2\hbar\omega}}.
\end{equation}

For hand calculation, use the Rydberg energy
$\mathrm{Ry}=m_ee^4/[2(4\pi\varepsilon_0)^2\hbar^2]=13.6057$ eV. Its square root contains the same constants, so
\begin{equation}
\alpha=\kappa\sqrt{\frac{\mathrm{Ry}}{\hbar\omega}}
\sqrt{\frac{m}{m_e}}.
\label{hand}
\end{equation}
Your parameters give
\begin{align}
\kappa&=\frac15-\frac1{20}=0.1500,\\
\alpha&=0.1500\times\sqrt{\frac{13.6057}{0.0500}}\times\sqrt{0.5}\\
&=0.1500\times16.4959\times0.7071=1.750 .
\end{align}
Thus $\alpha\approx1.75$. Direct numerical summation over phonon momenta, starting from Eq.~\eqref{coupling}, gives 1.7497, as does the closed form; both appear in the numerical output.

The inputs do not all matter equally. For small relative changes,
\begin{equation}
\frac{d\alpha}{\alpha}=\frac12\frac{dm}{m}
-\frac12\frac{d\omega}{\omega}
-\frac{1}{\kappa\varepsilon_\infty}\frac{d\varepsilon_\infty}{\varepsilon_\infty}
+\frac{1}{\kappa\varepsilon_s}\frac{d\varepsilon_s}{\varepsilon_s}.
\end{equation}
The last two coefficients are $-1.33$ and $+0.33$, so $\alpha$ is most sensitive to a given relative change in $\varepsilon_\infty$. A poorly known mass can matter more: between $0.3$ and $0.8\,m_e$, $\alpha$ runs from 1.36 to 2.21. If $\varepsilon_s\to\varepsilon_\infty$, the ions add no screening and $\alpha\to0$. If $\varepsilon_s\to\infty$ with the other inputs held fixed, $\alpha$ approaches $0.2\times16.4959\times0.7071=2.33$, not infinity.

\subsection*{What 1.75 means for the electron}

The second-order shift is $-1.7497\times50=-87.5$ meV, and the length is $r_p=1.235$ nm. To find how many phonons accompany the electron, write $x=qr_p$. The sums then have the common form
\begin{equation}
\sum_{\mathbf q}|V_q|^2(\cdots)
=\frac{2\alpha}{\pi}(\hbar\omega)^2\int_0^\infty dx\,(\cdots).
\label{measure}
\end{equation}
The lowest-order probability of each phonon is $|V_q|^2$ divided by the squared energy denominator. To lowest order in $\alpha$, which is only a rough guide at this coupling, the mean number is therefore
\begin{equation}
N=\frac{2\alpha}{\pi}\int_0^\infty\frac{dx}{(1+x^2)^2}
=\frac{2\alpha}{\pi}\frac{\pi}{4}=\frac{\alpha}{2}=0.875.
\end{equation}

For a slowly moving electron with wavevector $k$, set $p=kr_p$. The denominator becomes $\hbar\omega(1+x^2-2pxu)$, where $u$ is the cosine of the angle between $\mathbf k$ and $\mathbf q$. Expanding to order $p^2$ and using $\langle u\rangle=0$, $\langle u^2\rangle=1/3$,
\begin{equation}
\left\langle\frac1{1+x^2-2pxu}\right\rangle
=\frac1{1+x^2}+\frac{4p^2x^2}{3(1+x^2)^3}+O(p^4).
\end{equation}
Since $\int_0^\infty x^2dx/(1+x^2)^3=\pi/16$, the shift is $-\alpha\hbar\omega(1+p^2/6)$. With $p^2\hbar\omega=\hbar^2k^2/2m$, the total energy is
\begin{equation}
E(k)=-\alpha\hbar\omega+\left(1-\frac{\alpha}{6}\right)
\frac{\hbar^2k^2}{2m}+O(k^4).
\end{equation}
The corresponding mass is $m^*=m/(1-\alpha/6)=1.412m=0.706\,m_e$. Expanding the ratio to first order in $\alpha$ gives $1.292m$ instead. The two forms agree at the order calculated, so their difference warns against quoting the mass to three digits.

The energy is less sensitive to the next order. In units of $\hbar\omega$ and $1/r_p$, let $\Delta_i=1+k_i^2$ and $\Delta_{12}=2+(\mathbf k_1+\mathbf k_2)^2$ be the energies of the one- and two-phonon states. After two emissions, the phonons can be absorbed in either order. These paths give the terms with $\Delta_{12}$ below. The standard fourth-order subtraction, $-E_2\sum|V|^2/\Delta^2$ with $E_2<0$, gives the positive term:
\begin{equation}
\frac{E_4}{\hbar\omega}=\left(\frac{2\alpha}{\pi}\right)^2
\!\int_0^\infty\!\!\int_0^\infty\!dk_1dk_2
\left\langle\frac1{\Delta_1^2\Delta_2}
-\frac{1/\Delta_1^2+1/(\Delta_1\Delta_2)}{\Delta_{12}}\right\rangle .
\end{equation}
The brackets average over the angle between the momenta. Numerical integration gives $-0.0159\alpha^2$, or $-2.4$ meV. This is 2.8\% of the second-order shift; it is not a bound on the remaining series.

\subsection*{Does it hop?}

The value of $\alpha$ alone does not decide that. The calculation assumes a translationally invariant continuum. Hopping between localized states also depends on site disorder, on the overlap between those states and on short-range lattice distortion. Orbital overlap in the perfect crystal does influence $\alpha$ through the band mass, but the value of $\alpha$ does not determine any of these three.

The opposite limit shows why a localized carrier needs a separate calculation. Fix a point charge in place, which removes the recoil energy, and cut the phonon momenta off at $\pi/a$ with $a=0.5$ nm. Its lattice relaxation energy is
\begin{equation}
\sum_{q<\pi/a}\frac{|V_q|^2}{\hbar\omega}
=\frac{2\alpha\hbar\omega}{\pi}\frac{\pi r_p}{a}
=\frac{2\alpha\hbar\omega r_p}{a}\approx0.43\ {\rm eV}.
\end{equation}
This exceeds 87 meV, but it is not a binding energy: the kinetic cost of localizing the electron has been left out. It also grows as $1/a$, so it depends on the short-distance structure that the continuum does not describe.

\subsection*{How far to trust the number in an oxide}

Your static permittivity is close to that of hafnia, which is around 20. A refractive index near 2, typical of hafnia films, would put $\varepsilon_\infty$ nearer 4 than 5, however. Changing that input alone gives $\kappa=0.20$ and $\alpha=2.33$, a rise of one third. Real hafnia also has several polar branches. As an illustration, divide $\kappa$ equally between LO energies of 30 and 70 meV. The two couplings are 1.129 and 0.739, and their sum is 1.87, which is 6.8\% above the single-branch value. The summed energy shift nevertheless falls slightly in size, to $-85.6$ meV, because each coupling is weighted by its own phonon energy. These figures do not bound the effect: a softer branch carrying more of $\kappa$ raises the sum of couplings further, so a real material needs its own branch energies and weights. Switching films can also be amorphous and contain vacancies; the resulting localization cannot be expressed as a correction to $\alpha$ within this model.

Moderate mass anisotropy matters less. Along a direction with inverse mass $1/m(u)$, the recoil integral is proportional to $\sqrt{m(u)}$, so the shift contains the angular average of that root. For masses $0.397$, $0.397$ and $0.794\,m_e$, whose geometric mean is still $0.5\,m_e$, the effective coupling is 1.73, a decrease of 1.0\%. For a mass ratio of 10 the decrease is about 10\%.

Other effects leave the defined $\alpha$ unchanged but alter what it predicts:

\begin{itemize}
\item \textbf{Lattice spacing.} Cutting the recoil integral off at $\pi/a$ multiplies the shift by $(2/\pi)\arctan(\pi r_p/a)=0.918$. The result is $-80$ meV for $a=0.5$ nm. This assumes a parabolic band up to the cutoff; a band that flattens towards the zone edge has a smaller recoil energy there, which works against the reduction. With the same mass and cutoff, a nearest-neighbour cubic band gives 0.95. A narrower band can reverse the sign of the correction: if the parabolic recoil energy $T$ is replaced by $WT/(W+T)$ with $W=1$ eV, the factor is 1.09.

\item \textbf{Temperature.} At 300 K the phonon occupation is $n=0.169$. Emission acquires the factor $1+n$. For an electron at rest, the absorption shift is proportional to the principal value of $\int_0^\infty dx/(x^2-1)$. It vanishes, because the antiderivative $\frac12\ln|(x-1)/(x+1)|$ is zero at both ends and its cuts at $x=1$ cancel. The shift is thus $-\alpha(1+n)\hbar\omega=-102$ meV. Real absorption has the golden-rule rate
\begin{equation}
\Gamma=\frac{2\pi}{\hbar}\frac{2\alpha}{\pi}(\hbar\omega)^2n
\int_0^\infty dx\,\delta[\hbar\omega(x^2-1)]
=2\alpha n\omega .
\end{equation}
For this electron at rest the level width $\hbar\Gamma$ is 30 meV, comparable with $k_BT=26$ meV; electrons with kinetic energy above $\hbar\omega$ can also emit phonons, which broadens their levels further. A sharply defined band state is therefore already doubtful at room temperature, even without disorder.

\item \textbf{Carrier density.} For one isotropic, spin-degenerate valley, the Fermi energy reaches $\hbar\omega$ when $k_F=1/r_p$. This happens at $n_e=1/(3\pi^2r_p^3)=1.8\times10^{19}$ cm$^{-3}$. Screening by other carriers sets a lower limit: the plasma frequency $\sqrt{n_ee^2/(\varepsilon_0\varepsilon_\infty m)}$ reaches $\omega$ at $n_e=4.5\times10^{18}$ cm$^{-3}$, where plasmon and phonon mix. The one-electron calculation requires a density well below that value.

\item \textbf{Electric field.} At 1 MV/cm, the potential energy changes by $eFr_p=123$ meV across one polaron length. It equals the phonon energy at 0.405 MV/cm. This is a scale for comparison, not a sharp threshold, but near or above it an equilibrium polaron is a poor starting point for transport.
\end{itemize}

So use $\alpha=1.75$ as the coupling for your stated single-branch model. For a mobility or a hopping rate in a switching film, the temperature, field and disorder have to enter the transport calculation itself.

\section*{Computed values}
\begin{verbatim}
band mass: 0.50 m_e
LO phonon energy: 50.0 meV
eps_inf: 5.0
eps_s: 20.0
kappa = 1/eps_inf - 1/eps_s: 0.1500
Rydberg energy: 13.6057 eV
sqrt(Rydberg/phonon energy): 16.4959
sqrt(mass ratio): 0.7071
alpha, closed form: 1.7497
alpha, momentum sum: 1.7497
TO energy: 25.0 meV
alpha if TO energy is wrongly used: 2.474
polaron length r_p: 1.235 nm
second-order shift: -87.48 meV
mean phonon number: 0.875
mass factor 1/(1-alpha/6): 1.412
mass factor 1+alpha/6: 1.292
polaron mass, first form: 0.706 m_e
fourth-order coefficient of alpha^2: -0.0159
fourth-order shift: -2.44 meV
fourth/second order: 2.8 %
cutoff length a: 0.50 nm
shift fraction kept below pi/a: 0.918
shift with cutoff: -80.3 meV
temperature: 300 K
thermal energy kT: 25.85 meV
phonon occupation: 0.169
second-order shift at temperature: -102.3 meV
absorption broadening: 29.6 meV
branch energies: 30 and 70 meV
branch alphas: 1.129, 0.739
sum of branch alphas: 1.869
change from two branches: 6.8 %
transverse mass: 0.397 m_e
longitudinal mass: 0.794 m_e
alpha with anisotropic mass: 1.731
change from anisotropy: -1.0 %
density at Fermi energy = phonon: 1.80e+19 cm^-3
applied field: 1.0 MV/cm
potential-energy drop over r_p: 123 meV
field with drop = phonon energy: 0.405 MV/cm
\end{verbatim}
